# Why exchange-striction magnetoelectricity in Cr2O3 peaks below the Néel temperature

**Question.** An electric field \(E\) along the trigonal axis of antiferromagnetic Cr\(_2\)O\(_3\) (chromia) induces a magnetization \(M\) along the same axis. Part of this response arises because the field changes the exchange between the Cr spins. Why is this part largest at a temperature well below the Néel temperature \(T_N\), and not where the magnetic order is most complete?

**Answer.**

### What the electric field does to the exchange

Along the trigonal axis the Cr spins alternate up, down, up, down. Call the up sites sublattice A and the down sites sublattice B. Let \(s_A\) and \(s_B\) be the mean spin components along the axis, in units of \(\hbar\), counted positive along the magnetic moment. The uniform and staggered parts are

\[
m=\frac{s_A+s_B}{2},\qquad l=\frac{s_A-s_B}{2}.
\]

In exchange energy, the terms linear in \(E\) and bilinear in the spins have the form \(E(a s_A^2+b s_B^2+c s_As_B)\). Two operations of the crystal restrict them. The glide, a reflection in a plane containing the axis followed by a shift of half a period, leaves \(E\) unchanged and carries A sites into A sites. All A sites therefore stay equivalent in the field, as do all B sites, and two sublattices suffice. Inversion exchanges A and B sites, leaves spins unchanged because they are axial vectors, and reverses \(E\). The energy must be unchanged by it:

\[
a s_A^2+b s_B^2+c s_As_B=-(a s_B^2+b s_A^2+c s_As_B).
\]

Hence \(b=-a\) and \(c=0\). To first order the field strengthens the exchange inside one sublattice, weakens it inside the other, and leaves the summed exchange between them unchanged. Writing \(a=-\kappa/2\), the term per A–B pair of ions is

\[
-\frac{\kappa E}{2}(s_A^2-s_B^2)=-2\kappa E\,m\,l ,
\]

because \(s_A^2-s_B^2=(s_A+s_B)(s_A-s_B)=4ml\). A magnetic field \(B\) along the axis contributes \(-g\mu_BB(s_A+s_B)=-2g\mu_BB\,m\). Both terms are linear in \(m\), so in an ordered crystal the electric field pushes on \(m\) as a magnetic field would:

\[
B_{\rm eff}=\frac{\kappa l}{g\mu_B}E .
\]

Two things are needed for a magnetization. There must be order, since \(B_{\rm eff}\propto l\), and the spins must be able to respond to a field parallel to themselves. Heating destroys the first and creates the second.

### The mean-field response

Let \(J_0\) be the sum of exchange constants from one ion to its own sublattice, positive if ferromagnetic, and \(J_1>0\) the antiferromagnetic sum to the other sublattice. The mean-field energy per pair is

\[
U=J_1s_As_B-\frac{J_0+\kappa E}{2}s_A^2-\frac{J_0-\kappa E}{2}s_B^2-g\mu_BB(s_A+s_B).
\]

The energy fields on the spins, \(h_A=-\partial U/\partial s_A\) and \(h_B=-\partial U/\partial s_B\), are

\[
h_A=g\mu_BB+(J_0+\kappa E)s_A-J_1s_B,
\]
\[
h_B=g\mu_BB+(J_0-\kappa E)s_B-J_1s_A .
\]

I take \(\kappa\) as independent of temperature, the spins as collinear, and the crystal as a single antiferromagnetic domain. A spin \(S\) in a field \(h\) has the thermal mean \(f(h)=S B_S(Sh/kT)\), where

\[
B_S(x)=a_S\coth(a_Sx)-b_S\coth(b_Sx),
\]

with \(a_S=(2S+1)/2S\) and \(b_S=1/2S\). Without applied fields, \(s_A=-s_B=l\) and

\[
l=S B_S(x),\qquad x=\frac{S(J_0+J_1)l}{kT}.
\]

For small \(x\), \(B_S\approx(S+1)x/3S\). A nonzero \(l\) first appears at

\[
kT_N=\frac{S(S+1)}{3}(J_0+J_1).
\]

Now apply small \(E\) and \(B\). The slope \(D=f'(h)\) is the same on both sublattices, because \(f\) is odd and their fields are opposite:

\[
D=\frac{S^2B_S'(x)}{kT}=\frac{\langle S_z^2\rangle-\langle S_z\rangle^2}{kT}.
\]

The second form follows by differentiating the Boltzmann average. It shows that a spin responds to a parallel field through its thermal fluctuations. The changes of the spins are

\[
\delta s_A=D(g\mu_BB+\kappa El+J_0\delta s_A-J_1\delta s_B),
\]
\[
\delta s_B=D(g\mu_BB+\kappa El+J_0\delta s_B-J_1\delta s_A).
\]

In the second line the electric term is \(-\kappa E(-l)=+\kappa El\): the exchange change has the opposite sign on B and acts on a reversed spin, so both sublattices are pushed the same way. Subtracting the lines gives

\[
(\delta s_A-\delta s_B)[1-(J_0+J_1)D]=0 .
\]

Below \(T_N\) the bracket is positive, because \(f\) is concave for \(h>0\) and its slope \(D\) is smaller than the chord \(f(h)/h=1/(J_0+J_1)\). Thus \(\delta s_A=\delta s_B=m\), and

\[
m=X(g\mu_BB+\kappa El),\qquad X=\frac{D}{1+(J_1-J_0)D}.
\]

With \(n\) magnetic ions per volume, \(M=ng\mu_Bm\). The volume susceptibility is small, so \(\chi_\parallel=\mu_0\,\partial M/\partial B=\mu_0n(g\mu_B)^2X\). The magnetoelectric coefficient is

\[
\boxed{\alpha=\mu_0\frac{\partial M}{\partial E}=\mu_0ng\mu_B\,\kappa\,l\,X=\frac{\kappa l}{g\mu_B}\chi_\parallel}
\]

The opposite domain has \(l\to-l\) and therefore the opposite \(\alpha\). Below I take \(\kappa l>0\).

### Why both ends vanish

At low temperature nearly every spin is in its lowest level. The next level lies higher by the molecular field

\[
\Delta=S(J_0+J_1)=\frac{3kT_N}{S+1}.
\]

Its occupation is \(e^{-\Delta/kT}\), which is also the leading variance of \(S_z\). Hence

\[
X\simeq\frac{e^{-\Delta/kT}}{kT},\qquad
\alpha\simeq\mu_0ng\mu_B\kappa S\,\frac{e^{-\Delta/kT}}{kT}.
\]

The order is full and the effective field is at its largest, but fully polarized spins cannot lengthen or shorten their projections.

Near \(T_N\), put \(\tau=1-T/T_N\). From \(\coth y=1/y+y/3-y^3/45+\dots\),

\[
B_S(x)=c_1x-c_3x^3+\dots,
\]
\[
c_1=\frac{a_S^2-b_S^2}{3}=\frac{S+1}{3S},\qquad
c_3=\frac{a_S^4-b_S^4}{45}=\frac{(S+1)[(S+1)^2+S^2]}{90S^3}.
\]

The definitions of \(x\) and \(T_N\) give \(T/T_N=B_S(x)/(c_1x)\). Therefore \(\tau\simeq c_3x^2/c_1\), while \((l/S)^2\simeq c_1^2x^2=c_1^3\tau/c_3\), or

\[
\left(\frac lS\right)^2\simeq\frac{10}{3}\,\frac{(S+1)^2}{(S+1)^2+S^2}\,\tau .
\]

For the susceptibility, define

\[
d=(J_0+J_1)D=\frac{xB_S'}{B_S},\qquad r=\frac{J_1-J_0}{J_1+J_0}.
\]

Then \(X=d/[(J_0+J_1)(1+rd)]\). The expansion gives \(d\simeq1-2c_3x^2/c_1=1-2\tau\), so

\[
X\simeq\frac{1}{2J_1}\left(1-\frac{2\tau}{1+r}\right).
\]

On cooling through \(T_N\), the order rises as \(\sqrt\tau\), with infinite initial slope, while the susceptibility falls linearly. Their product must first rise. Since it is positive and continuous between \(T=0\) and \(T_N\) and tends to zero at both ends, it has a maximum inside.

The loss of parallel susceptibility is what brings the product down on further cooling. Compare a field perpendicular to the spins, with the same exchange constants. Then \(\mathbf s_A=(m,l)\), and its molecular field is \((g\mu_BB-(J_1-J_0)m,\ (J_0+J_1)l)\). In equilibrium the two vectors are parallel:

\[
(J_0+J_1)m=g\mu_BB-(J_1-J_0)m
\quad\Rightarrow\quad m=\frac{g\mu_BB}{2J_1}.
\]

Tilting the spins needs no thermal fluctuation, and this response is constant below \(T_N\). Multiplied by \(l\), it would grow all the way down to \(T=0\), with no interior peak. This product is a comparison, not the transverse magnetoelectric coefficient of chromia.

### Where the maximum lies

It is easiest to use \(x\) as the variable, since \(T\) falls as \(x\) grows. With \(l=SB_S\),

\[
lX=\frac{S}{J_0+J_1}\,\frac{B_Sd}{1+rd}
=\frac{S}{J_0+J_1}\left[\frac{1}{xB_S'}+\frac r{B_S}\right]^{-1}.
\]

The maximum of \(\alpha\) is the minimum of the bracket. Setting its derivative to zero,

\[
-\frac{B_S'+xB_S''}{(xB_S')^2}-\frac{rB_S'}{B_S^2}=0 .
\]

Multiplying by \(x^2B_S'\) and using \(d=xB_S'/B_S\),

\[
-\frac{xB_S''}{B_S'}=1+r\,d^2 .
\]

The peak position in units of \(T_N\) thus depends on \(S\) and \(r\), and not on \(\kappa\). A numerical scan over \(0.02\le x\le40\), for spins from 1/2 to 7/2 and seven values of \(r\) from \(-0.5\) to 3, shows one maximum in each case.

For \(S=3/2\), solving the condition numerically gives \(T/T_N=0.83\), 0.77, 0.75 and 0.73 for \(r=0\), 1, 1.5 and 2. A larger \(r\) makes \(X\propto d/(1+rd)\) less sensitive to \(d\). The susceptibility then survives further cooling, and the peak moves down.

### Numbers in the regime of chromia

Take \(S=3/2\), \(g=2\), \(T_N=310\) K, \(r=1.5\) and \(n=42\) ions per nm³. These are round values in the rough regime of chromia, of which \(r\) is the least certain. Exchange constants fitted to neutron spin-wave data put the same-sublattice sum near zero, that is \(r\approx1\), so the antiferromagnetic \(J_0\) obtained below is a feature of this choice and not an established property of the material. Taking \(r=1\) would raise the peak temperature by only about 7 K. I choose \(\kappa=0.04\) meV per MV/cm to obtain a coefficient of a few ps/m, so the height of the peak is set by this choice and not predicted.

The formula for \(T_N\) gives \(J_0+J_1=21.4\) meV. With \(r=1.5\), \(J_1=1.25\times21.4=26.7\) meV and \(J_0=-0.25\times21.4=-5.3\) meV. The low-temperature energy is \(\Delta=1.5\times21.4=32\) meV, and \(X(T_N)=1/(2J_1)=0.0187\) meV\(^{-1}\). Solving the equation for \(l\) numerically gives:

| \(T\) (K) | \(l/S\) | \(X/X(T_N)\) | \(\alpha\) (ps/m) |
|---|---|---|---|
| 30 | 1.000 | 0.00009 | 0.0009 |
| 100 | 0.982 | 0.154 | 1.66 |
| 200 | 0.821 | 0.620 | 5.60 |
| 250 | 0.645 | 0.818 | 5.79 |
| 293 | 0.360 | 0.954 | 3.78 |
| 305 | 0.198 | 0.987 | 2.15 |

The maximum is at 231 K, where \(l/S=0.722\) and \(X/X(T_N)=0.748\). Neither factor is near its own maximum. There

\[
\kappa lX=0.04\times(1.5\times0.722)\times(0.748\times0.0187)
\approx6.06\times10^{-4}\ \text{per MV/cm}.
\]

This is \(6.06\times10^{-12}\) m/V. The prefactor \(\mu_0ng\mu_B\) is 0.98 T, so \(\alpha\approx5.9\) ps/m.

At 1 MV/cm and 231 K, the effective field is \(0.04\times1.08/(2\mu_B)=0.37\) T. The magnetization is \(\alpha E/\mu_0\approx470\) A/m, or about \(1.2\times10^{-3}\,\mu_B\) per ion. This is a small canting-free imbalance between two large sublattice magnetizations.

### Where the product law fails

Mean-field theory lets each spin fluctuate alone, at a cost \(\Delta\). Real low-energy excitations are spin waves, and they distinguish between magnetic and electric fields. To estimate the difference, replace the corundum lattice by a body-centred one. Each ion has eight neighbours on the other sublattice, sharing \(J_1\), and six on its own, sharing \(J_0\).

Let \(a_k\) and \(b_k\) describe spin deviations on A and B. To second order in them, each wavevector contributes

\[
(A_k+\eta_k)a_k^\dagger a_k+(A_k-\eta_k)b_{-k}^\dagger b_{-k}
+SJ_1\gamma_1(a_kb_{-k}+\text{h.c.}),
\]
\[
A_k=S[J_1+J_0(1-\gamma_2)]+\delta,\qquad
\eta_k=g\mu_BB+\kappa ES(1-\gamma_2).
\]

Here \(\gamma_1\) and \(\gamma_2\) are the neighbour averages of \(\cos(\mathbf k\cdot\mathbf R)\) for the other and the same sublattice, and \(\delta\) is an anisotropy energy. The factor \(1-\gamma_2\) appears because turning all A spins together leaves the A–A bonds unchanged.

The pair terms create or remove one deviation on each sublattice, so they conserve \(a_k^\dagger a_k-b_{-k}^\dagger b_{-k}\), the quantity multiplying \(\eta_k\). The mode energies are therefore \(\omega_k\pm\eta_k\), with \(\omega_k=\sqrt{A_k^2-(SJ_1\gamma_1)^2}\). Each mode changes the total spin by one unit, with opposite signs for the two modes. With the Bose occupation \(n_k=1/(e^{\omega_k/kT}-1)\), the mean spin per ion is, to first order,

\[
m=\frac12\big\langle n(\omega_k-\eta_k)-n(\omega_k+\eta_k)\big\rangle
=\frac{1}{kT}\big\langle\eta_k\,n_k(n_k+1)\big\rangle ,
\]

where the brackets average over wavevectors. A magnetic field acts on all modes alike. The electric field hardly acts on the long-wavelength modes, which are the ones excited at low temperature. Thus \(\alpha\) is no longer proportional to \(l\chi_\parallel\), although both responses still vanish at \(T=0\).

I choose \(\delta\) to give a rough spin-wave gap of 0.7 meV and do the averages by numerical summation. At 30 K the spin-wave susceptibility is about 130 times the mean-field one, while \(\alpha\) is 9 times larger. At 60 K the ratios are 3.9 and 2.1. At 60 K, \(\alpha\) becomes 0.48 instead of 0.23 ps/m. These factors depend strongly on the exchange constants, which were fitted to \(T_N\) by the mean-field formula. Fluctuations lower \(T_N\), so the true constants must be larger. In a random-phase estimate for this lattice they must be about 1.5 times larger to give 310 K, and \(\alpha\) at 60 K is then only 0.04 ps/m with linear spin waves, or 0.06 ps/m with the self-consistent random-phase energies. Both are below the mean-field value. The mean-field exponential is therefore a poor guide to the low-temperature tail, and this estimate does not settle the direction of its error. In each case \(\alpha\) at 60 K stays far below the peak. In the same estimate, zero-point motion reduces the sublattice spin by about 5%.

A second omission matters at low temperature. The field can also make the \(g\)-factors unequal, \(g\pm g'E\), through the orbital moments. The magnetization is then

\[
M_g=\frac{n\mu_B}{2}[(g+g'E)l-(g-g'E)l]=n\mu_Bg'El,
\]

which survives at \(T=0\). A shift \(g'\) of only \(8\times10^{-5}\) per MV/cm would give 10% of the peak \(\alpha\) there. Field-induced single-ion anisotropy is another separate contribution and is not estimated here.

### The real material and devices

Measured longitudinal coefficients of bulk chromia peak at roughly 4 ps/m, near 270 K, and change sign at low temperature. The model peak is higher, which a smaller \(\kappa\) would cure, and some 40 K too low, which \(\kappa\) cannot cure. With \(r=1.5\) the model does not explain this difference in temperature, and a smaller \(r\) does not close it: \(r=1\) gives 238 K and \(r=0\) gives 257 K, while a peak at 270 K would need \(r\approx-0.4\), a ferromagnetic \(J_0\) about 2.5 times \(J_1\). It omits critical fluctuations near \(T_N\) and the other contributions named above, which may move the peak. With a single constant \(\kappa\) the exchange-striction term keeps one sign, so the sign change lies outside this model; a \(g\)-shift contribution of opposite sign could produce it.

For use at room temperature, the nearness of \(T_N\) matters. In the model, \(\alpha\) at 293 K is 64% of its peak. Films need not have the bulk \(T_N\). If \(T_N\) is lowered to about 298 K with \(\kappa\) and \(r\) fixed, then 293 K corresponds to 304.8 K in the original model, just below the last row of the table, where \(\alpha\) is 2.19 ps/m. Since \(X\) scales as \(1/T_N\) at fixed \(T/T_N\), \(\alpha\) becomes \(2.19\times310/298\approx2.3\) ps/m, some 40% below 3.8 ps/m. This figure rests on the mean-field square-root law for the order; critical fluctuations change that law close to \(T_N\), so the loss in a real film may differ. A film with \(T_N\) below 293 K would have no such linear response there.

Some other effects at 1 MV/cm can also be estimated. At 293 K the self-consistent solution departs from linear response by about \(10^{-5}\) of its value. The susceptibility at the peak is \(1.6\times10^{-3}\), so demagnetizing corrections are at most of that relative order. The field is half of an assumed rough breakdown field of 2 MV/cm. For a 1 eV barrier and the free-electron mass, the tunnelling exponent \(4\sqrt{2m_e}\,\phi^{3/2}/(3\hbar eE)\), with \(\phi\) the barrier height, is 68, which makes direct field emission negligible. Thermal emission over the barrier and leakage through defects are not covered by that estimate, and may limit a real film sooner.

Numerical values quoted here were computed with a short program.
